# Pseudo-arclength continuation through the voltage maximum of thermal breakdown: test program

```python
"""Thermal breakdown of a slab: pseudo-arclength continuation of steady states.

Result under test: the steady states of a slab with conductivity
sigma0*exp(a*(T-T0)) and surface cooling h*(Ts-T0) form a smooth curve with one
voltage maximum. The fixed-voltage Jacobian is singular there, but the Jacobian
bordered by an arclength condition is not.

Symbols: theta = a*(T-T0); xi = distance from midplane / half thickness;
B = h*d/(2*kappa); v = V*sqrt(a*sigma0/(8*kappa)); R = integral exp(-theta) dxi;
j2 = 2*v**2/R**2 = scaled squared current density.
Closed form, with 0 < y < pi/2: v = sin(y)*exp(-y*tan(y)/B),
peak theta = 2*y*tan(y)/B - 2*log(cos(y)).
A state vector holds the nodal theta values followed by v.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.integrate import solve_ivp

TOL = 1e-10


def build(cells, biot):
    """Finite-volume weights and conduction matrix on the half slab."""
    width = 1.0 / cells
    w = np.full(cells + 1, width)
    w[0] = w[-1] = width / 2
    K = np.zeros((cells + 1, cells + 1))
    for i in range(cells):
        K[i, i] += 1 / width
        K[i + 1, i + 1] += 1 / width
        K[i, i + 1] -= 1 / width
        K[i + 1, i] -= 1 / width
    K[-1, -1] += biot
    return w, K


def linearize(theta, v, problem):
    """Residual, fixed-voltage Jacobian and voltage derivative."""
    w, K = problem
    g = w * np.exp(-theta)
    R = g.sum()
    j2 = 2 * v**2 / R**2
    F = K @ theta - j2 * g
    A = K + np.diag(j2 * g) - (2 * j2 / R) * np.outer(g, g)
    return F, A, -4 * v / R**2 * g


def dot(a, b, w):
    return np.sum(w * a[:-1] * b[:-1]) + a[-1] * b[-1]


def border(A, Fv, t, w):
    n = len(w)
    M = np.empty((n + 1, n + 1))
    M[:n, :n] = A
    M[:n, n] = Fv
    M[n, :n] = w * t[:-1]
    M[n, n] = t[-1]
    return M


def tangent(x, previous, problem):
    w = problem[0]
    _, A, Fv = linearize(x[:-1], x[-1], problem)
    rhs = np.zeros(len(x))
    rhs[-1] = 1
    t = np.linalg.solve(border(A, Fv, previous, w), rhs)
    return t / np.sqrt(dot(t, t, w))


def arclength_newton(x0, t, ds, problem, maxit=12):
    """Newton on the steady equations plus the arclength plane, from x0."""
    w = problem[0]
    x = x0.copy()
    steps = []
    with np.errstate(all="ignore"):
        for _ in range(maxit):
            F, A, Fv = linearize(x[:-1], x[-1], problem)
            M = border(A, Fv, t, w)
            if not np.all(np.isfinite(M)):
                return x, steps, False
            change = np.linalg.solve(M, -np.append(F, dot(t, x - x0, w) - ds))
            x = x + change
            steps.append(np.sqrt(dot(change, change, w)))
            if steps[-1] < TOL:
                return x, steps, True
    return x, steps, False


def voltage_newton(theta, v, problem, maxit=50):
    """Ordinary Newton iteration at fixed voltage."""
    w = problem[0]
    theta = theta.copy()
    steps = []
    with np.errstate(all="ignore"):
        for _ in range(maxit):
            F, A, _ = linearize(theta, v, problem)
            if not (np.all(np.isfinite(A)) and np.all(np.isfinite(F))):
                return theta, steps, False
            try:
                change = np.linalg.solve(A, -F)
            except np.linalg.LinAlgError:
                return theta, steps, False
            theta = theta + change
            steps.append(np.sqrt(np.sum(w * change**2)))
            if steps[-1] < TOL:
                return theta, steps, True
    return theta, steps, False


def current_newton(j2, problem):
    """Newton iteration at fixed current, always started from the cold slab."""
    w, K = problem
    theta = np.zeros(len(w))
    for _ in range(60):
        g = w * np.exp(-theta)
        change = np.linalg.solve(K + np.diag(j2 * g), j2 * g - K @ theta)
        theta = theta + change
        if np.max(np.abs(change)) < TOL:
            return theta
    raise AssertionError("fixed-current Newton did not converge")


def trace(problem, stop_theta=np.inf, stop_at_fold=False):
    """March along the curve from the cold, unbiased slab."""
    n = len(problem[0])
    x = np.zeros(n + 1)
    t = np.zeros(n + 1)
    t[-1] = 1
    states, tangents, lengths = [x], [t], []
    ds = 0.02
    for _ in range(400):
        new, _, ok = arclength_newton(x, t, ds, problem)
        if not ok:
            ds /= 2
            continue
        t = tangent(new, t, problem)
        x = new
        states.append(x)
        tangents.append(t)
        lengths.append(ds)
        if x[0] > stop_theta or (stop_at_fold and t[-1] < 0):
            return states, tangents, lengths
        ds = min(1.3 * ds, 0.15)
    raise AssertionError("trace did not reach its end")


def locate_fold(states, tangents, lengths, problem):
    k = next(i for i, t in enumerate(tangents) if t[-1] < 0) - 1

    def corrected(s):
        x, _, ok = arclength_newton(states[k], tangents[k], s, problem)
        assert ok
        return x

    def voltage_part(s):
        return tangent(corrected(s), tangents[k], problem)[-1]

    s = brentq(voltage_part, 0, lengths[k], xtol=1e-13)
    x = corrected(s)
    return x, tangent(x, tangents[k], problem)


def exact_v(y, biot):
    return np.sin(y) * np.exp(-y * np.tan(y) / biot)


def exact_peak(y, biot):
    return 2 * y * np.tan(y) / biot - 2 * np.log(np.cos(y))


def exact_fold(biot):
    return brentq(lambda y: np.tan(y) * (np.tan(y) + y / np.cos(y)**2) - biot,
                  1e-8, np.pi / 2 - 1e-6, xtol=1e-14)


def scaled_eigenvalues(x, problem):
    root = np.sqrt(problem[0])
    A = linearize(x[:-1], x[-1], problem)[1]
    return np.linalg.eigvalsh(A / np.outer(root, root))


# Model parameters in SI units
d, kappa, sigma0, a, h = 0.02, 0.2, 1e-8, 0.05, 20.0
B = h * d / (2 * kappa)
V_unit = np.sqrt(8 * kappa / (a * sigma0))
print(f"thickness {d*1e3:.0f} mm, kappa {kappa} W/(m K), sigma0 {sigma0:.0e} S/m")
print(f"a {a} 1/K, surface cooling h {h:.0f} W/(m^2 K), B = {B:.3f}")
print(f"voltage unit sqrt(8 kappa/(a sigma0)) = {V_unit/1e3:.3f} kV")

# Jacobian and voltage derivative against central differences
small = build(12, B)
theta_test = np.random.default_rng(1).uniform(0, 1, 13)
_, A_test, Fv_test = linearize(theta_test, 0.4, small)
eps = 1e-5
for i in range(13):
    e = np.zeros(13)
    e[i] = eps
    column = (linearize(theta_test + e, 0.4, small)[0]
              - linearize(theta_test - e, 0.4, small)[0]) / (2 * eps)
    assert np.allclose(column, A_test[:, i], atol=1e-7)
slope = (linearize(theta_test, 0.4 + eps, small)[0]
         - linearize(theta_test, 0.4 - eps, small)[0]) / (2 * eps)
assert np.allclose(slope, Fv_test, atol=1e-7)

# Closed solution against direct integration of the dimensional equations
yc = exact_fold(B)
vc_exact, peak_exact = exact_v(yc, B), exact_peak(yc, B)
J_exact = (np.sqrt(2) * yc * np.exp(peak_exact / 2)
           * (2 / d) * np.sqrt(kappa * sigma0 / a))


def slab_equations(x, state):
    rise, gradient, potential = state
    sigma = sigma0 * np.exp(a * rise)
    return [gradient, -J_exact**2 / (sigma * kappa), J_exact / sigma]


end = solve_ivp(slab_equations, (0, d / 2), [peak_exact / a, 0, 0],
                rtol=1e-10, atol=1e-10).y[:, -1]
assert abs(2 * end[2] / (vc_exact * V_unit) - 1) < 1e-7
assert abs(-kappa * end[1] / (h * end[0]) - 1) < 1e-7
print(f"closed form at maximum: y = {yc:.6f}, v = {vc_exact:.6f}, "
      f"V = {vc_exact*V_unit/1e3:.4f} kV")
print(f"closed form: peak rise {peak_exact/a:.3f} K, J {J_exact*1e3:.3f} mA/m^2")

# Trace both branches and compare every state with the closed form
cells = 200
problem = build(cells, B)
w, K = problem
states, tangents, lengths = trace(problem, stop_theta=4)
fold, fold_tangent = locate_fold(states, tangents, lengths, problem)
vc = fold[-1]
curve_error = current_error = 0.0
lowest = [scaled_eigenvalues(states[0], problem)[0]]
for x, t in zip(states[1:], tangents[1:]):
    y = brentq(lambda q: exact_peak(q, B) - x[0], 1e-9, 1.55)
    curve_error = max(curve_error, abs(x[-1] / exact_v(y, B) - 1))
    assert np.all(t[:-1] > 0)
    eigenvalues = scaled_eigenvalues(x, problem)
    lowest.append(eigenvalues[0])
    assert np.sum(eigenvalues < 0) == (1 if t[-1] < 0 else 0)
    j2 = 2 * x[-1]**2 / np.sum(w * np.exp(-x[:-1]))**2
    difference = current_newton(j2, problem) - x[:-1]
    current_error = max(current_error, np.max(np.abs(difference)))
assert curve_error < 1e-4
assert current_error < 1e-7
assert abs(vc / vc_exact - 1) < 1e-4
assert abs(fold[0] - peak_exact) < 1e-3
print(f"arclength trace: {cells} cells, {len(lengths)} accepted steps")
print(f"largest relative voltage error on curve {curve_error:.1e}")
print(f"largest theta difference, fixed-current Newton {current_error:.1e}")


def current_density(x):
    return sigma0 * x[-1] * V_unit / (d * np.sum(w * np.exp(-x[:-1])))


print("V (kV) | peak rise (K) | face rise (K) | J (mA/m^2) | lowest eigenvalue")
for k in range(5, len(states), 5):
    x = states[k]
    print(f"{x[-1]*V_unit/1e3:8.3f} {x[0]/a:9.3f} {x[-2]/a:9.3f} "
          f"{current_density(x)*1e3:9.3f} {lowest[k]:9.4f}")
print(f"computed maximum: V = {vc*V_unit/1e3:.4f} kV, "
      f"mean field {vc*V_unit/d/1e6:.4f} kV/mm")
print(f"at maximum: peak rise {fold[0]/a:.3f} K, face rise {fold[-2]/a:.3f} K, "
      f"J {current_density(fold)*1e3:.3f} mA/m^2")

# Singular fixed-voltage matrix, regular bordered matrix
_, A, Fv = linearize(fold[:-1], vc, problem)
root = np.sqrt(w)
scaled_border = np.zeros((cells + 2, cells + 2))
scaled_border[:-1, :-1] = A / np.outer(root, root)
scaled_border[:-1, -1] = Fv / root
scaled_border[-1, :-1] = root * fold_tangent[:-1]
scaled_border[-1, -1] = fold_tangent[-1]
smallest_A = np.min(np.abs(scaled_eigenvalues(fold, problem)))
smallest_border = np.linalg.svd(scaled_border, compute_uv=False)[-1]
assert smallest_A < 1e-6 and smallest_border > 0.1
print(f"at maximum, smallest singular value: fixed voltage below 1e-6: "
      f"{smallest_A < 1e-6}, bordered {smallest_border:.4f}")

# Ordinary continuation in voltage, halving its step after each failure
theta = np.zeros(cells + 1)
V_reached, V_step, failures = 0.0, 1000.0, 0
while V_step > 1.0:
    trial, _, ok = voltage_newton(theta, (V_reached + V_step) / V_unit, problem)
    if ok:
        theta, V_reached = trial, V_reached + V_step
    else:
        failures += 1
        V_last_failed = V_reached + V_step
        V_step /= 2
assert V_reached <= vc * V_unit < V_last_failed
assert vc * V_unit - V_reached < 3.0
assert theta[0] < fold[0]
print(f"voltage continuation stalls at {V_reached/1e3:.4f} kV after "
      f"{failures} failures; peak rise {theta[0]/a:.3f} K")

# Both Newton iterations aimed at the maximum from the same colder state
k = max(i for i, (x, t) in enumerate(zip(states, tangents))
        if t[-1] > 0 and x[-1] < 0.98 * vc)
cold, _, ok = voltage_newton(states[k][:-1], 0.98 * vc, problem)
assert ok and cold[0] < fold[0]
start = np.append(cold, 0.98 * vc)
direction = tangent(start, tangents[k], problem)
distance = dot(direction, fold - start, w)
_, slow, slow_ok = voltage_newton(cold, vc, problem, maxit=10)
landed, fast, fast_ok = arclength_newton(start, direction, distance, problem)
assert not slow_ok and abs(slow[-1] / slow[-2] - 0.5) < 0.01
assert fast_ok and len(fast) <= 7 and np.max(np.abs(landed - fold)) < 1e-7
print("Newton step norms from 0.98 of the maximum voltage (dimensionless):")
print("fixed voltage, 1-5: ", " ".join(f"{s:.2e}" for s in slow[:5]))
print("fixed voltage, 6-10:", " ".join(f"{s:.2e}" for s in slow[5:]))
print(f"last fixed-voltage step ratio {slow[-1]/slow[-2]:.4f}")
print("arclength:", " ".join(f"{s:.1e}" if s > TOL else "<1e-10" for s in fast))

# Square-root separation of the cold and hot states below the maximum
curvature = (1 / np.sin(yc)**2
             + 2 / B / np.cos(yc)**2 * (1 + yc * np.tan(yc)))
shape = fold_tangent[:-1] / fold_tangent[0]
for deficit, tolerance in ((1e-2, 5e-2), (1e-4, 2e-3)):
    predicted = 8 / np.sin(2 * yc) * np.sqrt(2 * deficit / curvature)
    pair = []
    for sign in (-1, 1):
        guess = fold[:-1] + sign * predicted / 2 * shape
        result, _, ok = voltage_newton(guess, (1 - deficit) * vc, problem)
        assert ok
        pair.append(result[0])
    gap = pair[1] - pair[0]
    assert gap > 0 and abs(gap / predicted - 1) < tolerance
    print(f"voltage deficit {deficit:.0e}: peak gap {gap/a:.4f} K, "
          f"square-root law {predicted/a:.4f} K")

# Second-order grid convergence of the maximum voltage
errors = []
for n in (20, 40, 80):
    grid = build(n, B)
    point, _ = locate_fold(*trace(grid, stop_at_fold=True), grid)
    errors.append(abs(point[-1] / vc_exact - 1))
    print(f"{n} cells: relative error of maximum voltage {errors[-1]:.3e}")
assert all(3.7 < errors[i] / errors[i + 1] < 4.3 for i in range(2))

# Other cooling strengths, weak-cooling limit, nearly perfect cooling
for biot in (0.01, 10.0):
    grid = build(100, biot)
    point, _ = locate_fold(*trace(grid, stop_at_fold=True), grid)
    reference = exact_v(exact_fold(biot), biot)
    assert abs(point[-1] / reference - 1) < 1e-3
    print(f"B = {biot:g}: maximum v computed {point[-1]:.6f}, "
          f"closed form {reference:.6f}")
    if biot == 0.01:
        lumped = np.sqrt(biot / (2 * np.e))
        assert abs(point[-1] / lumped - 1) < 0.01
        print(f"B = {biot:g}: weak-cooling estimate v = {lumped:.6f}")
cooled_states, cooled_tangents, _ = trace(build(100, 1e6), stop_theta=4)
assert all(t[-1] > 0 for t in cooled_tangents)
print(f"B = 1e6: no turning up to peak theta {cooled_states[-1][0]:.3f}, "
      f"where v = {cooled_states[-1][-1]:.5f}")

print("all assertions hold")
```

Running it gives:

```
thickness 20 mm, kappa 0.2 W/(m K), sigma0 1e-08 S/m
a 0.05 1/K, surface cooling h 20 W/(m^2 K), B = 1.000
voltage unit sqrt(8 kappa/(a sigma0)) = 56.569 kV
closed form at maximum: y = 0.585802, v = 0.374819, V = 21.2030 kV
closed form: peak rise 22.843 K, J 29.330 mA/m^2
arclength trace: 200 cells, 31 accepted steps
largest relative voltage error on curve 6.5e-06
largest theta difference, fixed-current Newton 1.5e-12
V (kV) | peak rise (K) | face rise (K) | J (mA/m^2) | lowest eigenvalue
   9.086     1.664     1.111     4.892    0.6863
  20.140    14.003     9.456    18.780    0.2868
  20.713    30.523    20.914    40.388   -0.2505
  17.917    46.864    32.559    72.689   -0.7908
  14.530    63.052    44.381   122.182   -1.3411
  11.387    79.125    56.385   198.073   -1.9079
computed maximum: V = 21.2030 kV, mean field 1.0602 kV/mm
at maximum: peak rise 22.843 K, face rise 15.547 K, J 29.330 mA/m^2
at maximum, smallest singular value: fixed voltage below 1e-6: True, bordered 1.0000
voltage continuation stalls at 21.2012 kV after 10 failures; peak rise 22.422 K
Newton step norms from 0.98 of the maximum voltage (dimensionless):
fixed voltage, 1-5:  1.39e-01 6.50e-02 3.15e-02 1.55e-02 7.71e-03
fixed voltage, 6-10: 3.84e-03 1.92e-03 9.58e-04 4.79e-04 2.39e-04
last fixed-voltage step ratio 0.4999
arclength: 2.7e-01 8.9e-03 9.9e-05 1.2e-08 <1e-10
voltage deficit 1e-02: peak gap 9.1394 K, square-root law 9.1072 K
voltage deficit 1e-04: peak gap 0.9108 K, square-root law 0.9107 K
20 cells: relative error of maximum voltage 1.458e-04
40 cells: relative error of maximum voltage 3.647e-05
80 cells: relative error of maximum voltage 9.118e-06
B = 0.01: maximum v computed 0.042817, closed form 0.042817
B = 0.01: weak-cooling estimate v = 0.042888
B = 10: maximum v computed 0.722443, closed form 0.722390
B = 1e6: no turning up to peak theta 4.134, where v = 0.99464
all assertions hold
```
